\section*{When a local exchange potential reproduces the Hartree–Fock energy, part 2}

The question is when the exchange-only optimized effective potential (xOEP) reaches the Hartree--Fock (HF) energy. Real orbitals, $N$ occupied ($i,j$) and $M-N$ virtual ($a,b$), span a finite orthonormal basis. Molecular energies are in $E_h$, lattice energies in units of the hopping $t$.

A determinant is a projector $P$ with energy $E[P]$; its minimizer $P_{\rm HF}$, assumed unique, gives $E_{\rm HF}$. A local potential $v=v_{\rm ext}+v_H+v_x$ has matrix $V$, and $P_v$ projects on the $N$ lowest eigenvectors of $H=T+V$, with a gap above them (Aufbau). Then $E_{\rm OEP}=\inf_vE[P_v]$. Also $h=T+v_{\rm ext}$, $J$ is the matrix of the Hartree potential $v_H$, and $K_x$ is nonlocal exchange.

In HF orbitals, $k_{ia}=\langle i|K_x|a\rangle$ and $(Bv)_{ia}=\int v\,\phi_i\phi_a$. The columns of $Q$ are an orthonormal basis of $\mathcal N$, the space of $c$ with $\sum c_{ia}\phi_i\phi_a=0$, and $g=Q^{\mathsf T}k$.

\textbf{Result A.} If the products of the orbitals of a stationary potential are independent, then $z=0$; the denominators are finite, so $F_{ia}=0$ for all $i,a$.

\textbf{Result B.} $P_{\rm HF}$ commutes with some local $H$ if and only if $g=0$. Some potential attains $E[P_v]=E_{\rm HF}$ if and only if $g=0$ and one of the solutions of $Bv_x=k$ obeys Aufbau.

Let $\kappa$ be the mixed block of $P-P_{\rm HF}$, $X$ the symmetric matrix holding only the mixed blocks, $\epsilon_p$ the HF levels and $\mathcal G_{pq,rs}=(pq|rs)-(ps|rq)$, with $(pq|rs)$ the Coulomb integrals. Then
\begin{equation}
E[P]-E_{\rm HF}=\sum_{ia}D_{ia}\,\kappa_{ai}^2+\tfrac12X\cdot\mathcal G\cdot X+O(\kappa^3),\qquad D_{ia}=\epsilon_a-\epsilon_i .
\label{eq:second}
\end{equation}
If a local $w$ has matrix $W=1-2P_{\rm HF}$, then for fixed $v$, with $C\ge0$,
\begin{equation}
E[P_{v+sw}]-E_{\rm HF}=\frac{C}{s^2}+O(s^{-3}),
\label{eq:sw}
\end{equation}
so the infimum is $E_{\rm HF}$ whether or not $g=0$.

For one particle on two sites with $v=(-u,+u)$ and target $\phi_1=(\cos\theta,\ \sin\theta)$, the choice $u=t\cot2\theta$ makes $\phi_1$ an eigenvector, and matching fixes the gap:
\begin{equation}
\varepsilon_2-\varepsilon_1=2t\sin2\theta+2t\,\frac{\cos^22\theta}{\sin2\theta}=\frac{2t}{\sin2\theta}.
\label{eq:twosite}
\end{equation}

\subsection{When the energies differ}

Let $\mathcal L$ be the set of matrices of local potentials. It is a subspace of the symmetric $M\times M$ matrices, hence closed, and it contains the unit matrix.

\textbf{Result C.} Suppose $g\ne0$, and suppose that every $W\in\mathcal L$ with $W_{ia}=0$ is a multiple of the unit matrix. Then $E_{\rm OEP}>E_{\rm HF}$.

Assume the contrary. Then there are matrices $V_m\in\mathcal L$ with projectors $P_m$ and $E[P_m]\to E_{\rm HF}$. We subtract a constant from each potential so that $\operatorname{tr}V_m=0$, which leaves $P_m$ unchanged. Projectors of rank $N$ form a closed bounded set in a finite-dimensional space, so a subsequence converges to some $P^*$. The energy is a polynomial in $P$, so $E[P^*]=E_{\rm HF}$, and uniqueness gives $P^*=P_{\rm HF}$. Along the subsequence $[T+V_m,P_m]=0$. If the norms $\|V_m\|$ are bounded, a further subsequence converges to some $V\in\mathcal L$, and in the limit $[T+V,P_{\rm HF}]=0$; by Result B this requires $g=0$, which is excluded. If the norms are unbounded, we pass to a subsequence with $\|V_m\|\to\infty$ on which the normalized matrices $V_m/\|V_m\|$ converge to some $W\in\mathcal L$. Dividing the commutator by $\|V_m\|$ removes the term with $T$ in the limit and leaves $[W,P_{\rm HF}]=0$, so $W_{ia}=0$. This $W$ has unit norm and zero trace, so it is not a multiple of the unit matrix, which is also excluded. Both branches are closed, and the assumption is false.

The second hypothesis cannot be dropped, as \eqref{eq:sw} shows. Two further cases occur. If $g=0$ and the second hypothesis holds, the matching potential is unique up to a constant. When it places an occupied level above a virtual one, the same proof again gives $E_{\rm OEP}>E_{\rm HF}$: the bounded branch would lead to this potential, but the Aufbau order of the $V_m$ survives the limit, which is a contradiction. Independent products alone therefore do not prove the collapse; the Aufbau order of the matching potential must be checked as well. If instead there are non-constant $W$ that commute with $P_{\rm HF}$ but open no gap at the right place, and no matching potential obeys Aufbau, Results B and C do not decide the infimum. The proof uses finite $M$ in each compactness step.

\section{Second half: real products, complete bases and the size of the gap to Hartree--Fock}

\subsection{What is carried over}

Real orbitals $\phi_i$ ($N$ occupied, one spin) and $\phi_a$ (virtual) span a basis of size $M$, with $n=N(M-N)$ mixed products. $F=h+J+K_x$ is the Fock matrix, $K_x$ carries the minus sign of exchange, $k_{ia}=\langle i|K_x|a\rangle$ in HF orbitals, and $D_{ia}=\epsilon_a-\epsilon_i$ are HF level differences. $\mathcal N$ is the space of $c$ with $\sum c_{ia}\phi_i\phi_a=0$, the columns of $Q$ are an orthonormal basis of it, $g=Q^{\mathsf T}k$, and $B$ maps $v$ to $\int v\phi_i\phi_a$ with range $\mathcal N^\perp$. The OEP equation is $z\in\mathcal N$, with $z_{ia}=F_{ia}/(\varepsilon_a-\varepsilon_i)$ in the orbitals of the local Hamiltonian $H=F+\Delta$, $\Delta=V_x-K_x$. Result A: $\mathcal N=\{0\}$ at a stationary potential gives the HF equations. Result B: the HF energy is attained if and only if $g=0$ and a matching potential obeys Aufbau. Result C: $g\ne0$, with every member of the kernel of $B$ acting as a constant in the basis, gives $E_{\rm OEP}>E_{\rm HF}$. Near the minimum, $E-E_{\rm HF}=\sum D\kappa^2+\tfrac12X\cdot\mathcal G\cdot X+O(\kappa^3)$, where $\kappa$ is the mixed block of the projector.

\subsection{Rank and matching from two-electron integrals}

For a molecule both $\mathcal N$ and a matching potential follow from integrals that are available analytically. Define the Gram matrix $G_{ia,jb}=(ia|jb)$ and, for any $c$, the function $\rho_c=\sum c_{ia}\phi_i\phi_a$ with Fourier transform $\hat\rho_c$. The Coulomb kernel has transform $4\pi/q^2$, so
\begin{equation}
c^{\mathsf T}Gc=\iint\frac{\rho_c(\mathbf r)\rho_c(\mathbf r')}{|\mathbf r-\mathbf r'|}
=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\,|\hat\rho_c(\mathbf q)|^2 .
\end{equation}
The integrand is non-negative, so the form vanishes only if $\hat\rho_c=0$, that is $c\in\mathcal N$. Conversely $c\in\mathcal N$ gives $Gc=0$ directly. Hence $\ker G=\mathcal N$, and because $G$ is symmetric its range is $\mathcal N^\perp$. The potentials $u_{jb}(\mathbf r)=\int\phi_j\phi_b(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$ are local functions with $(Bu_{jb})_{ia}=G_{ia,jb}$. For $v_x=\sum d_{jb}u_{jb}$ the matching equation is $Gd=k$. It is solved by $d=G^+k$, with $G^+$ the pseudo-inverse, if and only if $g=0$, since $GG^+$ projects on $\mathcal N^\perp$. For $n=1$ this reduces to $d=k/(12|12)$, the analogue of $u=t\cot2\theta$. A small eigenvalue $\lambda$ of $G$ multiplies the corresponding component of $k$ by $1/\lambda$ in $d$, so near-dependence can give large coefficients even when the matching is exact, provided $k$ has a component along that eigenvector. The Coulomb norm of the generating charge grows more slowly than the coefficients: a unit eigenvector has a charge of norm $\sqrt\lambda$, so its contribution scales as $1/\sqrt\lambda$ and not as $1/\lambda$.

\subsection{Acetylene: dependent products and collapse}

The calculation is restricted HF in STO-3G at a fixed, rounded near-equilibrium geometry, $R_{\rm CC}=1.20$~\AA\ and $R_{\rm CH}=1.06$~\AA, with the nuclei on the $z$ axis. The basis has 12 functions, 7 orbitals are doubly occupied, $12-7=5$ are virtual, and $n=7\times5=35$. Both HF and xOEP are taken spin-restricted, and ``HF energy'' below means the restricted one. The restricted solution is stable against restricted orbital rotations but has a weak triplet instability in this basis: an unrestricted determinant lies about $2.3\times10^{-4}\,E_h$ lower. All numbers are minimal-basis values and not converged properties of the molecule; the restricted energy falls by about $1\,E_h$, to $-76.826\,E_h$, in cc-pVDZ.

One linear relation can be written down. Each carbon carries one function $xR_A$ and one $yR_A$, where $R_A$ depends only on the distance from nucleus $A$, and the prefactors are the same $x$ and $y$ for both carbons because both lie on the axis. Hydrogen has no $p$ function in this basis, so symmetry fixes the $\pi$ orbitals:
\begin{align}
\pi_{ux}&=n_u\,x\,(R_A+R_B), & \pi_{uy}&=n_u\,y\,(R_A+R_B) &&\text{(occupied)},\\
\pi_{gx}&=n_g\,x\,(R_A-R_B), & \pi_{gy}&=n_g\,y\,(R_A-R_B) &&\text{(virtual)}.
\end{align}
Both $\pi_{ux}\pi_{gy}$ and $\pi_{uy}\pi_{gx}$ equal $n_un_g\,xy\,(R_A^2-R_B^2)$, so
\begin{equation}
\pi_{ux}\pi_{gy}-\pi_{uy}\pi_{gx}=0 .
\end{equation}
The Gram matrix has one eigenvalue at $1.4\times10^{-17}\,E_h$, the next at $2.839\times10^{-6}\,E_h$ and the largest at $0.4236\,E_h$. Eleven orders of magnitude separate the first from the second, so the rank is 34 and there is no further relation. The null eigenvector has unit weight on the $\pi$--$\pi$ pairs, and its combination of products is at most $5.3\times10^{-14}$ bohr$^{-3}$ on the grid. The rank, the weight and the pointwise vanishing are all tested.

The compatibility number is $g=[\langle\pi_{ux}|K_x|\pi_{gy}\rangle-\langle\pi_{uy}|K_x|\pi_{gx}\rangle]/\sqrt2$. The reflection $x\to-x$ leaves $P_{\rm HF}$ and the Coulomb kernel unchanged, so it commutes with $K_x$. The orbital $\pi_{ux}$ is odd under it and $\pi_{gy}$ is even, so the first element vanishes; in the second, $\pi_{uy}$ is even and $\pi_{gx}$ odd, with the same result. The computed value is $1.0\times10^{-14}\,E_h$, against a largest mixed exchange element of $0.3162\,E_h$. The same reasoning holds for any symmetric HF solution: $k$ is invariant under the symmetry group, so it is orthogonal to every null vector that has no totally symmetric component.

To steer the gap toward the HF value, the potential is built from the Coulomb potentials of the products $\phi_p\phi_q$ of all pairs. The mixed block is matched to $k$, and the remaining freedom is used to bring the two diagonal blocks near those of $K_x$, with a small penalty on the Coulomb norm of the generating charge. The local Hamiltonian then has its highest occupied level at $-0.42239\,E_h$ and its lowest virtual level at $0.23710\,E_h$, so the gap is $0.23710+0.42239=0.65949\,E_h$, or $17.9$ eV. It is positive, Result B applies, and diagonalization returns the HF energy $-75.85338949\,E_h$ to rounding accuracy. Locality is tested independently: $v_x(\mathbf r)$ is evaluated at 88632 grid points and its matrix is rebuilt by quadrature. The largest element error is $5.9\times10^{-7}\,E_h$, and the energy from the rebuilt matrix differs from $E_{\rm HF}$ by $2.8\times10^{-14}\,E_h$; an error in the mixed block enters \eqref{eq:second} squared, which is why the energy agrees far better than the matrix elements do, and the remaining difference is at the level of rounding. As a control, the Fermi--Amaldi choice $v_x=-v_H/14$, with $v_H$ from the HF density, gives an energy higher by $0.031489\,E_h=0.857$ eV, so the agreement is not a property of every local potential. The size of this excess depends strongly on the basis: it is $0.125\,E_h$ in 6-31G and $0.165\,E_h$ in cc-pVDZ.

The products are dependent and the collapse happens all the same, which refutes necessity. The gap of $0.659\,E_h$ is not a property of acetylene. The HF gap in this basis is $0.39653+0.35002=0.74655\,E_h$ (it is $0.619\,E_h$ in 6-31G and $0.599\,E_h$ in cc-pVDZ), the fit was steered toward it, and the energy would accept any other member $v_x+w$ with $Bw=0$ that keeps Aufbau. The range of $v_x$, from $-12.76$ to $+23.02\,E_h$, is that of one such member, read on this grid; other sampling points move the limits by a few hundredths of $E_h$. A tenfold larger penalty gives a range from $-7.7$ to $+7.2\,E_h$ and a gap of $0.532\,E_h$, a tenfold smaller one gives $-19.1$ to $+42.1\,E_h$ and $0.744\,E_h$, both at the same energy. The large swings come from the weakly penalized fit of the diagonal blocks and not from the small eigenvalues of $G$ in the matching. The plain matching potential $d=G^+k$ is another member: it also obeys Aufbau and returns $E_{\rm HF}$, with a much narrower range, from $-4.6$ to $+0.3\,E_h$, and a smaller gap, $0.295\,E_h$.

\subsection{A lattice, where completeness is finite}

On $L$ sites a function is a vector in $\mathbb R^L$, a local potential is a diagonal matrix, and $M=L$ is a complete basis. Each product is a vector whose components sum to $\langle i|a\rangle=0$, so all products lie in a space of dimension $L-1$:
\begin{equation}
\operatorname{rank}\le\min\{N(M-N),\,L-1\}.
\label{eq:rank}
\end{equation}
For $M=L$, expanding the right side confirms the identity
\begin{equation}
N(L-N)-(L-1)=(N-1)(L-N-1),
\end{equation}
so $\dim\mathcal N\ge(N-1)(L-N-1)$. This is positive for $2\le N\le L-2$ and zero for one particle or one hole. When the rank reaches $L-1$, a $w$ with $Bw=0$ is orthogonal to all zero-sum vectors and is therefore constant, which is the second hypothesis of Result C.

The model has $L=10$ sites on an open chain, $N=3$ spinless fermions, hopping $t=1$, site energies $(0,\,0.3,\,-0.2,\,0.1,\,-0.4,\,0.2,\,0,\,-0.1,\,0.4,\,-0.3)\,t$ chosen to remove all symmetry, and a repulsion $W_{\mu\nu}=U/|\mu-\nu|$ for $\mu\ne\nu$, with $W_{\mu\mu}=0$ and $U=2t$. The Hartree potential is $\sum_\nu W_{\mu\nu}P_{\nu\nu}$ and $(K_x)_{\mu\nu}=-W_{\mu\nu}P_{\mu\nu}$. The basis of size $M$ consists of the lowest $M$ eigenvectors of $h$. Uniqueness of $P_{\rm HF}$ is checked only in the sense that all self-consistent runs from several starts that reach the lowest energy give the same projector. The rank comes from the singular values of the $n\times L$ array of products, and $\Delta E$ is the lowest $E[P_v]-E_{\rm HF}$ found by direct minimization over the ten site values.

\begin{center}
\begin{tabular}{ccccc}
$M$ & $n$ & rank & $\|g\|/t$ & $\Delta E/t$\\
4 & 3 & 3 & 0 & $0$\\
5 & 6 & 6 & 0 & $1\times10^{-15}$\\
6 & 9 & 9 & 0 & $0$\\
7 & 12 & 9 & 0.068 & $3.41\times10^{-3}$\\
8 & 15 & 9 & 0.094 & $7.97\times10^{-3}$\\
9 & 18 & 9 & 0.109 & $8.94\times10^{-3}$\\
10 & 21 & 9 & 0.110 & $9.01\times10^{-3}$
\end{tabular}
\end{center}

The bound \eqref{eq:rank} is reached with equality at every $M$, which is a tested property of this model and not a theorem. For $M\le6$ the constructed potentials have gaps $1.497$, $0.774$ and $0.034\,t$, all positive, and the HF energy is recovered. At $M=4$ a minimization started from the Fermi--Amaldi potential also ends at $E_{\rm HF}$, within $4.4\times10^{-16}\,t$, in line with Result A. At $M=6$ Aufbau holds by a narrow margin. There $n=L-1=9$ and the rank is full, so the potential is unique up to a constant and nothing is left to adjust the gap, as in \eqref{eq:twosite}. The smallest nonzero singular value, $4.9\times10^{-3}$, is also the lowest of the series. Matching divides the component of $k$ along its singular vector by this small number, and the resulting term makes up most of $v_x$. Without that term the occupied and virtual blocks of $H$ would be well separated, though the mixed block would no longer vanish; exact matching is thus what nearly closes the gap.

For $M\ge7$ the rank is $L-1$ and $g\neq0$, so Result C gives a strict inequality. The entries $\Delta E$ are upper bounds on $E_{\rm OEP}-E_{\rm HF}$, since a local search cannot exclude a lower minimum. At $M=10$ five random restarts agree to $9\times10^{-16}\,t$, the gradient is below $4\times10^{-16}$, and $\|z\|=0.091$: the OEP equation is satisfied by a nonzero null vector, in a space whose dimension is at least $21-9=12=(3-1)(10-3-1)$ by \eqref{eq:rank}. The totals are $-3.096941+0=-3.096941\,t$ at $M=6$, $-3.099289+0.003412=-3.095877\,t$ at $M=7$ and $-3.099406+0.009013=-3.090393\,t$ at $M=10$. A rise with basis size is allowed because the sets of reachable determinants are not nested: an eigenvector of the projection of $T+v$ on a small basis need not be an eigenvector of its projection on a larger one.

For finite $M$, the xOEP energy lies strictly above HF when $g\ne0$ and only constant potentials have a vanishing mixed block; the ten-site chain shows this from $M=7$ on, while acetylene in STO-3G collapses to restricted HF despite dependent products. What remains is the size of the difference at weak coupling and the complete basis in the continuum.
